# Doppler width of an infrared line of a heavy precursor vapour: test program

```python
"""
Result under test: a single rovibrational line at wavenumber nu0 of a gas
of molecules of mass m at temperature T has the Doppler full width at half
maximum (FWHM)
    width = nu0 * sqrt(8 k T ln2 / (m c^2)),
about 0.0018 cm^-1 for nu0 = 2000 cm^-1, 200 g/mol and 300 K.
Symbols: k Boltzmann constant, c speed of light, h Planck constant,
u velocity component along the beam, B rotational constant in cm^-1.
The program also sizes effects which the Doppler formula leaves out.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import voigt_profile

k, c, h, N_A = const.k, const.c, const.h, const.N_A
CM_TO_HZ = 100.0 * c             # frequency of 1 cm^-1 in Hz
TORR = const.torr                # Pa


def molecule_mass(molar_mass_g):
    return molar_mass_g * 1e-3 / N_A


def doppler_fwhm(nu0, molar_mass_g, T):
    m = molecule_mass(molar_mass_g)
    return nu0 * np.sqrt(8 * k * T * np.log(2) / (m * c**2))


def half_height_velocity(molar_mass_g, T):
    """Project the 3D Maxwell speed distribution on the beam numerically."""
    m = molecule_mass(molar_mass_g)
    scale = np.sqrt(k * T / m)   # sets integration limits and units only

    def speed_density(s):        # speed s in units of scale
        v = s * scale
        norm = 4 * np.pi * (m / (2 * np.pi * k * T))**1.5
        return norm * v**2 * np.exp(-m * v**2 / (2 * k * T)) * scale

    def projected(a):            # isotropic directions: u uniform in (-v, v)
        return quad(lambda s: speed_density(s) / (2 * s), a, a + 12,
                    epsabs=1e-13, epsrel=1e-11)[0]

    peak = projected(1e-12)
    a_half = brentq(lambda a: projected(a) - peak / 2, 0.1, 4, xtol=1e-12)
    return a_half * scale


def resonance(nu0, u):
    """Exact lab wavenumber absorbed by a molecule moving along the beam."""
    beta = u / c
    return nu0 * np.sqrt(1 - beta**2) / (1 - beta)


# Doppler width: numerical projection and exact shift against the formula
for nu_test, M_test, T_test in [(2000, 200, 300), (2000, 200, 400),
                                (1000, 60, 500)]:
    u_half = half_height_velocity(M_test, T_test)
    numeric = resonance(nu_test, u_half) - resonance(nu_test, -u_half)
    # subtraction of nearly equal doubles limits accuracy to about 1e-9
    assert abs(numeric / doppler_fwhm(nu_test, M_test, T_test) - 1) < 1e-7

# Main example
nu0, M, T = 2000.0, 200.0, 300.0
m = molecule_mass(M)
sigma_u = np.sqrt(k * T / m)
sigma_nu = nu0 * sigma_u / c
width = doppler_fwhm(nu0, M, T)
u_half_main = half_height_velocity(M, T)
width_numeric = resonance(nu0, u_half_main) - resonance(nu0, -u_half_main)
assert round(width_numeric, 4) == 0.0018
width_hz = width * CM_TO_HZ
T_hot = 400.0
width_hot = doppler_fwhm(nu0, M, T_hot)
reduced_CO = 12.0 * 16.0 / 28.0  # g/mol, the wrong mass for this purpose
width_wrong = doppler_fwhm(nu0, reduced_CO, T)


# Exponential decay of the dipole correlation gives a Lorentzian line
def decay_spectrum(delta, rate):
    return quad(lambda t: np.exp(-rate * t) * np.cos(delta * t),
                0, 60 / rate, limit=400)[0]


for rate in (0.5, 1.7):
    half = brentq(lambda d: decay_spectrum(d, rate)
                  - decay_spectrum(0, rate) / 2, 0.01, 10)
    assert abs((2 * half / (2 * np.pi)) / (rate / np.pi) - 1) < 1e-6


def voigt_fwhm(lorentz_fwhm):
    g = lorentz_fwhm / 2
    peak = voigt_profile(0, sigma_nu, g)
    return 2 * brentq(lambda x: voigt_profile(x, sigma_nu, g) - peak / 2,
                      0, width + lorentz_fwhm, xtol=1e-13)


# Voigt profile from the Fourier integral of the product of both decays
for x, g in [(0.0, 0.4), (1.3, 0.4), (2.0, 1.5)]:
    fourier = quad(lambda t: np.exp(-g * t - t * t / 2) * np.cos(x * t),
                   0, 12, limit=200)[0] / np.pi
    assert abs(fourier / voigt_profile(x, 1.0, g) - 1) < 1e-7

# Lifetime broadening
tau_equal = 1 / (2 * np.pi * width_hz)
tau_trial = 1e-9
life_width = 1 / (2 * np.pi * tau_trial) / CM_TO_HZ
total_life = voigt_fwhm(life_width)
assert life_width > width        # the Doppler part no longer dominates

# Collisions: hard spheres, pure vapour
diameter, pressure = 0.7e-9, 1.0 * TORR
density = pressure / (k * T)
mean_speed = np.sqrt(8 * k * T / (np.pi * m))
rng = np.random.default_rng(7)
v1 = rng.normal(0, sigma_u, (400000, 3))
v2 = rng.normal(0, sigma_u, (400000, 3))
sampled_speed = np.linalg.norm(v1, axis=1).mean()
sampled_relative = np.linalg.norm(v1 - v2, axis=1).mean()
# sampling error is below 0.1 percent
assert abs(sampled_speed / mean_speed - 1) < 5e-3
assert abs(sampled_relative / (np.sqrt(2) * mean_speed) - 1) < 5e-3
collision_rate = np.sqrt(2) * np.pi * diameter**2 * mean_speed * density
free_path = mean_speed / collision_rate
coll_width = collision_rate / np.pi / CM_TO_HZ
coll_width_5 = 5 * coll_width
p_equal = width / coll_width     # Torr, since coll_width is for 1 Torr
p_equal_5 = width / coll_width_5
total_coll = voigt_fwhm(coll_width)
wavelength = 0.01 / nu0
reduced_wavelength = wavelength / (2 * np.pi)
assert free_path > 5 * reduced_wavelength

# Recoil: absorption at rest, energy and momentum conserved
mp.mp.dps = 40
E0 = mp.mpf(h * CM_TO_HZ * nu0)
m_mp, c_mp = mp.mpf(m), mp.mpf(c)
x_root = mp.findroot(lambda x: x - 1 - E0 * x**2 / (2 * m_mp * c_mp**2),
                     (mp.mpf(1), mp.mpf('1.000001')))
recoil = nu0 * float(E0 / (2 * m_mp * c_mp**2))
assert abs(float((x_root - 1) * nu0) / recoil - 1) < 1e-8
second_order = nu0 * k * T / (m * c**2)
assert max(recoil, second_order) < 1e-5 * width

# Rotational envelope of a spherical top without Coriolis coupling
B = 0.03
kT_cm = k * T / (h * CM_TO_HZ)
J = np.arange(0, 600)
boltz = np.exp(-B * J * (J + 1) / kT_cm)
R_strength = (2 * J + 1) * (2 * J + 3) * boltz
P_strength = (2 * J + 1) * (2 * J - 1) * boltz
R_peak = 2 * B * (J[np.argmax(R_strength)] + 1)
P_peak = -2 * B * J[np.argmax(P_strength)]
separation_sum = R_peak - P_peak
separation = 4 * np.sqrt(B * kT_cm)
# each maximum sits on a grid of lines spaced by 2B
assert abs(separation_sum - separation) <= 4 * B

# Share of molecules with no quantum in any of the soft modes
soft_mode, n_soft = 100.0, 5
one_mode = 1 - np.exp(-soft_mode / kT_cm)
levels = np.exp(-soft_mode * np.arange(400) / kT_cm)
assert abs(levels[0] / levels.sum() - one_mode) < 1e-10
ground_share = one_mode**n_soft

print(f"Line wavenumber: {nu0:.0f} cm^-1")
print(f"Molar mass: {M:.0f} g/mol")
print(f"Temperature: {T:.0f} K")
print(f"Mass of one molecule: {m:.4e} kg")
print(f"Thermal energy kT: {k*T:.4e} J")
print(f"Rest energy m c^2: {m*c**2:.4e} J")
print(f"Standard deviation of u: {sigma_u:.2f} m/s")
print(f"Half-height u, numerical projection: {u_half_main:.2f} m/s")
print(f"Relative Doppler FWHM: {width/nu0:.4e}")
print(f"Standard deviation of line: {sigma_nu:.3e} cm^-1")
print(f"Doppler FWHM, formula: {width:.6f} cm^-1")
print(f"Doppler FWHM, numerical: {width_numeric:.6f} cm^-1")
print(f"Doppler FWHM: {width_hz/1e6:.2f} MHz")
print(f"Doppler FWHM at {T_hot:.0f} K: {width_hot:.6f} cm^-1")
print(f"CO reduced mass (wrong choice): {reduced_CO:.3f} g/mol")
print(f"FWHM with that wrong mass: {width_wrong:.5f} cm^-1")
print(f"Lifetime giving equal width: {tau_equal*1e9:.2f} ns")
print(f"Trial lifetime: {tau_trial*1e9:.1f} ns")
print(f"Lifetime FWHM for trial: {life_width:.5f} cm^-1")
print(f"Voigt FWHM, Doppler and trial lifetime: {total_life:.5f} cm^-1")
print(f"Pressure: {pressure/TORR:.1f} Torr")
print(f"Collision diameter: {diameter*1e9:.1f} nm")
print(f"Number density: {density:.3e} m^-3")
print(f"Mean speed: {mean_speed:.1f} m/s")
print(f"Sampled relative/mean speed: {sampled_relative/sampled_speed:.4f}")
print(f"Collision rate: {collision_rate:.3e} s^-1")
print(f"Collision FWHM: {coll_width:.2e} cm^-1")
print(f"Collision FWHM, 5x cross section: {coll_width_5:.2e} cm^-1")
print(f"Voigt FWHM, Doppler and collisions: {total_coll:.6f} cm^-1")
print(f"Pressure for equal widths: {p_equal:.1f} Torr")
print(f"Same, 5x cross section: {p_equal_5:.1f} Torr")
print(f"Mean free path: {free_path*1e6:.1f} um")
print(f"Wavelength: {wavelength*1e6:.2f} um")
print(f"Wavelength/(2 pi): {reduced_wavelength*1e6:.3f} um")
print(f"Recoil shift: {recoil:.2e} cm^-1")
print(f"Second-order Doppler scale: {second_order:.2e} cm^-1")
print(f"Rotational constant B: {B:.2f} cm^-1")
print(f"kT/(hc): {kT_cm:.2f} cm^-1")
print(f"Line spacing 2B: {2*B:.2f} cm^-1")
print(f"P-R separation, formula: {separation:.2f} cm^-1")
print(f"P-R separation, explicit lines: {separation_sum:.2f} cm^-1")
print(f"P-R separation / Doppler FWHM: {separation/width:.0f}")
print(f"Soft modes: {n_soft} at {soft_mode:.0f} cm^-1")
print(f"Ground share, one soft mode: {one_mode:.3f}")
print(f"Ground share, all soft modes: {100*ground_share:.2f} percent")
print("ALL CHECKS PASSED")
```

Printed output:

```
Line wavenumber: 2000 cm^-1
Molar mass: 200 g/mol
Temperature: 300 K
Mass of one molecule: 3.3211e-25 kg
Thermal energy kT: 4.1419e-21 J
Rest energy m c^2: 2.9848e-08 J
Standard deviation of u: 111.68 m/s
Half-height u, numerical projection: 131.49 m/s
Relative Doppler FWHM: 8.7720e-07
Standard deviation of line: 7.450e-04 cm^-1
Doppler FWHM, formula: 0.001754 cm^-1
Doppler FWHM, numerical: 0.001754 cm^-1
Doppler FWHM: 52.60 MHz
Doppler FWHM at 400 K: 0.002026 cm^-1
CO reduced mass (wrong choice): 6.857 g/mol
FWHM with that wrong mass: 0.00947 cm^-1
Lifetime giving equal width: 3.03 ns
Trial lifetime: 1.0 ns
Lifetime FWHM for trial: 0.00531 cm^-1
Voigt FWHM, Doppler and trial lifetime: 0.00587 cm^-1
Pressure: 1.0 Torr
Collision diameter: 0.7 nm
Number density: 3.219e+22 m^-3
Mean speed: 178.2 m/s
Sampled relative/mean speed: 1.4141
Collision rate: 1.249e+07 s^-1
Collision FWHM: 1.33e-04 cm^-1
Collision FWHM, 5x cross section: 6.63e-04 cm^-1
Voigt FWHM, Doppler and collisions: 0.001826 cm^-1
Pressure for equal widths: 13.2 Torr
Same, 5x cross section: 2.6 Torr
Mean free path: 14.3 um
Wavelength: 5.00 um
Wavelength/(2 pi): 0.796 um
Recoil shift: 1.33e-09 cm^-1
Second-order Doppler scale: 2.78e-10 cm^-1
Rotational constant B: 0.03 cm^-1
kT/(hc): 208.51 cm^-1
Line spacing 2B: 0.06 cm^-1
P-R separation, formula: 10.00 cm^-1
P-R separation, explicit lines: 10.02 cm^-1
P-R separation / Doppler FWHM: 5702
Soft modes: 5 at 100 cm^-1
Ground share, one soft mode: 0.381
Ground share, all soft modes: 0.80 percent
ALL CHECKS PASSED
```
